# Zone-boundary transverse phonons in silicon: Keating model and Weber's bond charges

**Q:** I fitted a Keating model to silicon's elastic constants. The sound speeds are good, but the transverse acoustic (TA) branches end far too high. Did I make a bad fit?

**A:** Let us first see what the fit fixes. I write the Keating energy as

$$V=\sum_{\rm bonds}\frac{3\alpha}{8t^2}(r^2-t^2)^2+\sum_{\rm angles}\frac{3\beta}{8t^2}\left(\mathbf r_i\cdot\mathbf r_j+\frac{t^2}{3}\right)^2 .$$

Here $a$ is the lattice constant, $t=\sqrt3a/4$ the bond length, and the vectors in an angle term start at the same atom. From an atom A the bonds point along

$$\begin{aligned}\mathbf n_1&=(1,1,1)/\sqrt3, &\mathbf n_2&=(-1,-1,1)/\sqrt3,\\ \mathbf n_3&=(1,-1,-1)/\sqrt3,&\mathbf n_4&=(-1,1,-1)/\sqrt3 .\end{aligned}$$

Let $\mathbf w_j$ be the displacement of neighbour $j$ minus that of the central atom. To first order $r^2-t^2=2t\,\mathbf n\cdot\mathbf w$ and $\mathbf r_i\cdot\mathbf r_j+t^2/3=t(\mathbf n_i\cdot\mathbf w_j+\mathbf n_j\cdot\mathbf w_i)$. The harmonic energies are therefore

$$\frac{3\alpha}{2}(\mathbf n\cdot\mathbf w)^2,\qquad \frac{3\beta}{8}A_{ij}^2,\quad A_{ij}=\mathbf n_i\cdot\mathbf w_j+\mathbf n_j\cdot\mathbf w_i .$$

At a B atom both $\mathbf n$ and $\mathbf w$ change sign, so these expressions keep their form.

For strains $\epsilon_x,\epsilon_y,\epsilon_z$ along the cube axes, $\mathbf w_j=t\,\epsilon\,\mathbf n_j$; the forces on each sublattice cancel, so there is no extra shift between them. With $S=\epsilon_x+\epsilon_y+\epsilon_z$, every bond has $\mathbf n\cdot\mathbf w=tS/3$. Each axis $c$ has two angle pairs per atom, with $A=2t(2\epsilon_c-S)/3$. A primitive cell has four bonds and two atoms, so its energy is

$$\frac{2t^2}{3}\left[\alpha S^2+\beta\sum_c(2\epsilon_c-S)^2\right]
=\frac{2t^2}{3}\left[\alpha S^2+\beta\Big(4\sum_c\epsilon_c^2-S^2\Big)\right].$$

Dividing by the cell volume $a^3/4$ and using $t^2=3a^2/16$ turns the prefactor into $1/(2a)$. Comparison with the cubic elastic energy gives

$$C_{11}=\frac{\alpha+3\beta}{a},\qquad C_{12}=\frac{\alpha-\beta}{a}.$$

**Q:** And $C_{44}$, which sets the TA sound speed along a cube axis?

**A:** A shear angle $\gamma$ in the $xy$ plane lets the sublattices shift by $s$ along $z$. Put $g=t\gamma/3$ and $y=s/\sqrt3$. The four bonds have $\mathbf n\cdot\mathbf w=\pm(g+y)$. Pairs (1,2) and (3,4) have $A=\mp2(g-y)$, while the other pairs vanish. The cell energy is

$$6\alpha(g+y)^2+6\beta(g-y)^2 .$$

The two brackets add to $2g$, as extensions of two springs in series do. Minimizing over $y$ gives $24\alpha\beta g^2/(\alpha+\beta)$. Division by $a^3/4$ gives $2\alpha\beta\gamma^2/[(\alpha+\beta)a]$, which equals $C_{44}\gamma^2/2$, so

$$C_{44}=\frac{4\alpha\beta}{(\alpha+\beta)a}.$$

Take rough silicon values: $a=0.543$ nm, $C_{11}=166$ GPa, $C_{12}=64$ GPa and $C_{44}=80$ GPa. Then

$$\beta=\frac{a(C_{11}-C_{12})}{4}=13.85\ \text{N/m},\qquad
\alpha=\frac{a(C_{11}+3C_{12})}{4}=48.6\ \text{N/m}.$$

The unused constant comes out as $C_{44}=79.4$ GPa. Your elastic fit is sound.

**Q:** Then what does the model do at the zone boundary?

**A:** At X take $\mathbf q=(0,0,2\pi/a)$. The TA pattern turns by $90^\circ$ from one atomic plane to the next:

- A atoms at $z=0$ move by $h\hat{\mathbf x}$, and those at $a/2$ by $-h\hat{\mathbf x}$.
- B atoms at $z=a/4$ move by $h\hat{\mathbf y}$, and those at $-a/4$ by $-h\hat{\mathbf y}$.

This is a normal mode by symmetry. Twofold rotations about $x$ and $z$ through an A atom separate the pair $(A_x,B_y)$ from all other ion motions. A screw operation, a $90^\circ$ turn about $z$ with a rise of $a/4$, exchanges its two members, so their amplitudes are equal or opposite. The equal choice is the one above.

Around the A atom at $z=0$,

$$\mathbf w_1=\mathbf w_2=h(-1,1,0),\qquad \mathbf w_3=\mathbf w_4=h(-1,-1,0).$$

Each is perpendicular to its bond, so nothing stretches and $\alpha$ drops out. The angle amplitudes are

$$A_{13}=-\frac{4h}{\sqrt3},\qquad A_{24}=+\frac{4h}{\sqrt3},$$

and the other four are zero. The energy per atom is $(3\beta/8)(32/3)h^2=4\beta h^2$. Setting this equal to the maximum kinetic energy $M\omega^2h^2/2$, with $M$ the atomic mass, gives

$$M\omega_X^2=8\beta .$$

With $M=28.09$ u the frequency $\omega_X/2\pi$ is 7.76 THz. The measured value is roughly 4.5 THz, so the model is 72% above it.

**Q:** Is X special? My branch toward L is also too high.

**A:** The same thing happens there. At L, $\mathbf q=(\pi/a)(1,1,1)$. Let an A atom move by $\mathbf e\perp\mathbf n_1$. Its neighbours along bonds 2, 3 and 4 move by $\mathbf e$, and the neighbour along bond 1, one lattice vector away from them, moves by $-\mathbf e$. The threefold axis separates transverse from longitudinal motion, and inversion about a bond centre makes the sublattice amplitudes equal in size; this sign choice is the acoustic one.

Now $\mathbf w_1=-2\mathbf e$ and the other $\mathbf w_j$ vanish. Again no bond stretches. The nonzero angle amplitudes are $A_{1k}=-2\mathbf n_k\cdot\mathbf e$ for $k=2,3,4$. Since $\sum_j(\mathbf n_j\cdot\mathbf e)^2=4e^2/3$ and bond 1 contributes nothing to this sum, the energy per atom is

$$\frac{3\beta}{8}\,4\,\frac{4e^2}{3}=2\beta e^2,\qquad M\omega_L^2=4\beta .$$

This gives 5.48 THz, against a rough measured 3.4 THz, an excess of 61%.

**Q:** So $\beta$ is too large. Why not choose a compromise?

**A:** Because the same $\beta$ carries the shear stiffness. Fitting 4.5 THz at X requires $\beta=4.66$ N/m. Then $C_{11}-C_{12}=4\beta/a$ falls to 34 GPa, where the elastic data ask for 102 GPa.

The shape of the branch shows that changing $\alpha$ as well cannot help. Extend the initial sound line to X. The density is $8M/a^3$, so the line reaches

$$M\omega_{\rm line}^2=M\,\frac{C_{44}a^3}{8M}\,\frac{4\pi^2}{a^2}
=\frac{\pi^2aC_{44}}2=\frac{2\pi^2\alpha\beta}{\alpha+\beta}.$$

Dividing $8\beta$ by this and taking the root,

$$\frac{\omega_X}{\omega_{\rm line}}=\frac2\pi\sqrt{1+\frac\beta\alpha}>\frac2\pi=0.637$$

for $0<\beta\le\alpha$. If $\beta>\alpha$, the pattern with opposite amplitudes, which has $M\omega^2=8\alpha$, lies lower at X. Then $\alpha$ and $\beta$ change places in the formula, and the ratio still exceeds $2/\pi$. Your fit gives 0.72. The sound line reaches 10.75 THz, so the measured ratio is about 0.42, below anything this two-constant model can produce. Silicon needs a force that is stiff under uniform shear and compliant when the displacement changes strongly from one atomic plane to the next.

**Q:** How can bond charges tell those two situations apart?

**A:** In Weber's picture each covalent bond carries a point charge at its centre. It has no mass and always sits where the force on it vanishes, as electrons following slow ions would. Bending now acts between the arms from an ion to its bond charges. If $\mathbf d_j$ is the displacement of a charge relative to that ion, the energy of a pair of arms is

$$\frac{3B}{8}(\mathbf n_i\cdot\mathbf d_j+\mathbf n_j\cdot\mathbf d_i)^2 .$$

I begin with short-range forces and leave the Coulomb forces for later. Let $\mathbf e$ be the displacement of a charge from the midpoint of its displaced ions. Seen from the two ions its displacement is $\mathbf e\pm\mathbf w/2$. If the ion–charge springs have longitudinal and sideways constants $k_l$ and $k_t$, the two springs of one bond store

$$k_l\left(e_\parallel^2+\frac{w_\parallel^2}{4}\right)+k_t\left(e_\perp^2+\frac{w_\perp^2}{4}\right),$$

because the cross terms cancel. The cost of leaving the midpoint is thus $\tfrac12Le_\parallel^2+\tfrac12Te_\perp^2$, with $L=2k_l$ and $T=2k_t$.

The sideways constant comes from tension. If $\varphi$ is the ion–charge potential, $k_t=\varphi'/(t/2)$. Equilibrium of the bond length requires an ion–ion potential with first derivative $-\varphi'$, and its sideways constant is $-\varphi'/t=-k_t/2$. Its energy $-k_tw_\perp^2/4$ cancels the corresponding term above. The terms in $w_\parallel^2$ combine with the ion–ion stretching into one constant, which I call $3\alpha$.

Now hold every charge at its midpoint. Then $\mathbf d_j=\mathbf w_j/2$, and the bending energy becomes $(3B/32)A_{ij}^2$. This is the Keating model at every wavevector, with $\beta=B/4$. Any difference from Keating must come from $\mathbf e\ne0$.

**Q:** But if the charges may relax, won't they soften the elastic constants too?

**A:** They do not, because each bond centre is an inversion centre. Uniform strain, including the sublattice shift it causes, keeps that symmetry. Inversion would turn $\mathbf e$ into $-\mathbf e$, so the equilibrium value is $\mathbf e=0$, provided that the charges are stably held. The same holds for the Raman mode, in which the sublattices move uniformly against each other.

In an acoustic wave the strain is of order $q$. A force on a charge needs a change of strain from place to place, which is of order $q^2$. Relaxation lowers the energy by force squared over twice the stiffness, hence by order $q^4$, while the elastic energy is of order $q^2$. Comparing the held and relaxed charges numerically at 0.02 and 0.01 of the way from $\Gamma$ to X gives an exponent of 3.999 for the lowering of $M\omega^2$. In the local model $C_{44}$ stays at 79.4 GPa and the Raman frequency at 16.5 THz.

**Q:** Show me what happens at X, where the cancellation fails.

**A:** Keep the ion pattern used before and let the charges on bonds 1 to 4 leave their midpoints by

$$\mathbf e_1=\mathbf e_4=-ph\hat{\mathbf z},\qquad \mathbf e_2=\mathbf e_3=+ph\hat{\mathbf z}.$$

With the charges at the midpoints, the (1,3) bending amplitude is half its Keating value, $-2h/\sqrt3$. The displacements add

$$\mathbf n_1\cdot\mathbf e_3+\mathbf n_3\cdot\mathbf e_1=\frac{ph+ph}{\sqrt3}=+\frac{2ph}{\sqrt3}.$$

The sum is $-(2h/\sqrt3)(1-p)$. Pair (2,4) has the opposite sign, and the other pairs remain zero. The bending energy per atom is therefore

$$\frac{3B}{8}\,2\,\frac{4h^2}{3}(1-p)^2=B(1-p)^2h^2 .$$

First take $L=T=\kappa$. There are two charges per atom, so holding them costs $\kappa p^2h^2$. Minimizing the sum,

$$-2B(1-p)+2\kappa p=0,\qquad p=\frac{B}{B+\kappa}.$$

Substitution gives the energy $B\kappa h^2/(B+\kappa)$. Equating it to $M\omega^2h^2/2$,

$$M\omega_X^2=\frac{2B\kappa}{B+\kappa}.$$

Bending and holding act as two springs in series. Uniform shear feels only the first of them.

**Q:** Could the charges find a cheaper direction than $z$?

**A:** Symmetry permits one more component. The twofold axis $(1,-1,0)$ through the midpoint of bond 1 reverses the ion pattern, so $\mathbf e_1$ must be perpendicular to that axis. Besides $z$ this leaves $(1,1,0)$. Let its amplitude be $rh$, with $\mathbf e_1,\mathbf e_2$ along $(1,1,0)$ and $\mathbf e_3,\mathbf e_4$ along $(1,-1,0)$, as the screw operation demands. All six bending amplitudes of this pattern vanish. For isotropic holding it merely costs energy, so $r=0$.

When $L\ne T$, the displacement along the bond has size $|p-\sqrt2r|h/\sqrt3$. The holding energy per charge is then $h^2/2$ times

$$\frac{L+2T}{3}p^2-\frac{2\sqrt2(L-T)}{3}pr+\frac{2L+T}{3}r^2 .$$

Minimizing over $r$ replaces $\kappa$ by

$$K=\frac{L+2T}{3}-\frac{2(L-T)^2}{3(2L+T)}=\frac{3LT}{2L+T}.$$

If $T\to0$, then $K\to0$ and the TA mode at X loses its restoring force. A bond charge must resist sideways motion. If $L\to\infty$, $K$ still cannot exceed $3T/2$.

**Q:** What does silicon require?

**A:** With $C_{11}$ and $C_{12}$ held fixed, $B=4\beta=55.4$ N/m. The measured 4.5 THz corresponds to $M\omega_X^2=8\times4.661=37.3$ N/m. Solving the series law for the one new constant,

$$\kappa=\frac{B\,M\omega_X^2}{2B-M\omega_X^2}
=\frac{55.4\times37.3}{110.8-37.3}=28.1\ \text{N/m}.$$

The charges are held about half as stiffly as the bonds bend, and $p=0.66$. The value at X is fitted; the rest of the branch follows from the model, here with $L=T=\kappa$. The fit fixes only $K$; at the same $K$, ratios $L/T$ from 0.3 to 100 move the halfway value between 3.97 and 3.86 THz:

| Fraction of $\Gamma$–X | Keating (THz) | Bond charges (THz) |
|---|---:|---:|
| 0.25 | 2.65 | 2.45 |
| 0.50 | 5.09 | 3.90 |
| 0.75 | 6.98 | 4.41 |
| 1.00 | 7.76 | 4.50 |

From halfway to the boundary Keating rises by 52% and the bond-charge branch by 15%. Near $\Gamma$ the $q^4$ lowering is small; farther out it takes away much of the rise. That is why the branch flattens instead of being scaled down as a whole.

**Q:** Would any bond charge do this?

**A:** No. For $\kappa\gg B$ the charges stay at their midpoints and $M\omega_X^2\to2B=8\beta$, the Keating result. With $\kappa=500$ N/m and the same $B$, the frequency is $7.76\sqrt{500/555.4}=7.36$ THz, so little is gained.

For $\kappa\ll B$, $M\omega_X^2\to2\kappa$ and $p\to1$. The bending network is then so stiff that the charges move to leave its angles unchanged, and the ions vibrate against it through the weak holding springs. The frequency at X no longer depends on $B$, although $B$ still sets the shear stiffness. Silicon lies between these limits.

**Q:** You have bond charges without any electrostatics. What changes in Weber's full model?

**A:** The ions carry $+2Z$ and the bond charges $-Z$, in units of the elementary charge $e_0$, with their interaction divided by a dielectric constant $\varepsilon$. Electrostatics supplies the sideways stiffness. Put one bond charge at distance $d=t/2$ from its two ions, and let $c=e_0^2/(4\pi\varepsilon_0\varepsilon)$. For a sideways displacement $y$ its energy is

$$-\frac{4Z^2c}{\sqrt{d^2+y^2}}\approx-\frac{4Z^2c}{d}+\frac{2Z^2c}{d^3}y^2 ,$$

which is a restoring stiffness $4Z^2c/d^3$. For a displacement $x$ along the bond,

$$-2Z^2c\left(\frac1{d+x}+\frac1{d-x}\right)\approx-\frac{4Z^2c}{d}-\frac{4Z^2c}{d^3}x^2 .$$

The stiffness is now $-8Z^2c/d^3$. For the values of $Z^2/\varepsilon$ used below, this outweighs the resistance of the bending forces along the bond, so a short-range ion–charge spring must prevent the charge from falling toward an ion. These two expressions cover the nearest ions; Ewald sums include all the others.

In this version the ion–charge spring has no tension, and an ion–ion force balances the Coulomb pressure. For each $Z^2/\varepsilon$ I refitted the model to $C_{11}$, $C_{12}$ and 4.5 THz at X:

| $Z^2/\varepsilon$ | Ion–charge spring (N/m) | TA(X), charges held (THz) | TA(L) (THz) |
|---|---:|---:|---:|
| 0.075 | 60 | 7.84 | 2.77 |
| 0.100 | 68 | 7.87 | 2.93 |
| 0.150 | 94 | 7.93 | 3.14 |
| 0.200 | 122 | 7.99 | 3.29 |

The third column is the important one. With the charges pinned to their midpoints, the full model is still near 7.9 THz at X. Their relaxation brings it down to 4.5 THz, so electrostatics alone does not flatten the branch.

At $Z^2/\varepsilon=0.05$ there is no fit: TA(X) rises only to 4.40 THz however stiff the ion–charge spring is made. Motion along the bond is then frozen, so the limit comes from the sideways holding, which is too weak. This resembles the cap $K\le3T/2$ of the local model.

**Q:** How far should I trust this for real silicon?

**A:** The L point gives one test, because it was not fitted; only TA modes are compared with experiment here. The local model with $L=T$ predicts 2.80 THz, about 18% below the rough measured 3.4 THz, whereas Keating was 61% above. This value depends on the ratio $L/T$, which the fit at X leaves free: at the same $K$ it falls from 3.12 THz for $L/T=0.3$ to 2.57 THz for $L/T=100$. In the fitted Coulomb cases the prediction lies between 2.77 and 3.29 THz, with $C_{11}$, $C_{12}$ and TA(X) held fixed. That differs from the local prediction by up to about 17% of the latter. The change includes both the long-range forces and the different way in which the charges are held. $C_{44}$ stays between 80 and 82 GPa. The upper L value lies close to experiment, but $Z^2/\varepsilon$ was varied freely, so this is not an independent prediction.

In undoped silicon, neglecting the inertia of the electrons is a milder step. The X phonon has an energy of 18.6 meV and the gap is roughly 1.1 eV; the square of their ratio is $3\times10^{-4}$. For thermal motion, one atom oscillating at 4.5 THz at 300 K has an rms amplitude of about 5% of the bond length. This overestimates the motion along one direction, because most modes are stiffer, and it does not give the anharmonic frequency shift.

A real bond is a spread-out electron distribution, so the displacement $p$ belongs to the model and is not a measured quantity. Nor does the argument prove that bond charges are the sole remedy: other models with more freedom than Keating's two constants are not excluded. The numerical output below gives the remaining values.

## Computed results

```
Input lattice constant (rough): 0.543 nm
Input atomic mass (rough): 28.09 u
Input C11 (rough): 166 GPa
Input C12 (rough): 64 GPa
Input C44 (rough, used only as a check): 80 GPa
Measured TA(X), rough: 4.5 THz
Measured TA(L), rough: 3.4 THz
Keating alpha: 48.6 N/m
Keating beta: 13.85 N/m
Keating C44, predicted: 79.38 GPa
Keating TA(X): 7.756 THz
Keating TA(L): 5.484 THz
Keating TA(X) / rough measured: 1.72
Keating TA(L) / rough measured: 1.61
Raman frequency, Keating: 16.47 THz
Raman frequency, local bond-charge model: 16.47 THz
Sound line extrapolated to X: 10.75 THz
Lower bound 2/pi on TA(X)/sound line in Keating: 0.6366
TA(X)/sound line, Keating: 0.7216
TA(X)/sound line, rough measured TA(X): 0.42
beta needed to fit TA(X) in Keating: 4.661 N/m
C11-C12 from elastic input: 102 GPa
C11-C12 if beta is fitted to TA(X): 34.34 GPa
Bending constant B = 4 beta: 55.39 N/m
Midpoint stiffness kappa fitted to TA(X): 28.11 N/m
Charge displacement p at X, unit ion amplitude: 0.663
Local bond-charge C44: 79.38 GPa
Local bond-charge TA(L), predicted: 2.801 THz
Power of q in the lowering of M w^2: 3.999
TA at 0.25 of Gamma-X: Keating 2.653 THz, bond charge 2.452 THz
TA at 0.50 of Gamma-X: Keating 5.087 THz, bond charge 3.902 THz
TA at 0.75 of Gamma-X: Keating 6.979 THz, bond charge 4.414 THz
TA at 1.00 of Gamma-X: Keating 7.756 THz, bond charge 4.500 THz
TA(X)/TA(half way), Keating: 1.525
TA(X)/TA(half way), bond charge: 1.153
Coulomb cell energy times t / (2Z)^2: -4.4534
Coulomb model, Z^2/eps = 0.050: no stable fit
Coulomb model, Z^2/eps = 0.075: ion-charge spring 60.2 N/m, B 53.9 N/m, C44 80.4 GPa, TA(X) charges held 7.84 THz, TA(L) 2.77 THz
Coulomb model, Z^2/eps = 0.100: ion-charge spring 67.9 N/m, B 53.5 N/m, C44 80.7 GPa, TA(X) charges held 7.87 THz, TA(L) 2.93 THz
Coulomb model, Z^2/eps = 0.150: ion-charge spring 93.7 N/m, B 52.5 N/m, C44 81.3 GPa, TA(X) charges held 7.93 THz, TA(L) 3.14 THz
Coulomb model, Z^2/eps = 0.200: ion-charge spring 121.5 N/m, B 51.5 N/m, C44 81.9 GPa, TA(X) charges held 7.99 THz, TA(L) 3.29 THz
Largest TA(X) shift on changing Ewald splitting: 9.8e-15 THz
TA(X) phonon energy: 18.6 meV
Band gap (rough): 1.1 eV
Nonadiabatic size (phonon energy/gap)^2: 0.00029
Temperature: 300 K
Rms amplitude of one atom at TA(X) frequency / bond length: 0.046
```
